# Why the Spectral Weight of Projected Electrons Is Not One: test program

```python
"""Spectral weight of electrons with double occupancy excluded.

Result under test: for c~ = P c P (P removes doubly occupied sites) the
frequency-integrated spectral function of spin s is 1 - n_(-s), which is
(1 + x)/2 at hole doping x when both spins are equally populated.
In the Hubbard model the low-energy weight per spin is
(1 + x)/2 - 2 K_(-s)/(L U) + O(t^2/U^2), with K_(-s) the projected kinetic
energy of the opposite spin, L the number of sites, U the repulsion.
The removal weight found at high energy is only of order t^4/U^4.
Energies are in units of the hopping t. The ring is antiperiodic.
"""
import numpy as np
import scipy.sparse as sp

L, t, J = 6, 1.0, 0.4
UP, DN = 0, 1

# Fermion operators on the full Fock space (Jordan-Wigner construction)
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sp.diags([1.0, -1.0])


def annihilator(mode):
    op = sp.identity(1)
    for m in range(2 * L):
        factor = parity if m < mode else lower if m == mode else sp.identity(2)
        op = sp.kron(op, factor, format="csr")
    return op.tocsr()


c = [[annihilator(2 * i + s) for s in (UP, DN)] for i in range(L)]
n = [[(c[i][s].T @ c[i][s]).tocsr() for s in (UP, DN)] for i in range(L)]
count = [sum(n[i][s] for i in range(L)).diagonal().round().astype(int)
         for s in (UP, DN)]
D = sum(n[i][UP] @ n[i][DN] for i in range(L)).tocsr()
doublons = D.diagonal().round().astype(int)
P = sp.diags((doublons == 0).astype(float)).tocsr()
one = sp.identity(4 ** L, format="csr")

# Hamiltonian pieces
hopping = sp.csr_matrix((4 ** L, 4 ** L))
exchange = sp.csr_matrix((4 ** L, 4 ** L))
s_plus = [(c[i][UP].T @ c[i][DN]).tocsr() for i in range(L)]
s_z = [0.5 * (n[i][UP] - n[i][DN]) for i in range(L)]
for i in range(L):
    j = (i + 1) % L
    sign = -1.0 if j == 0 else 1.0
    for s in (UP, DN):
        bond = c[j][s].T @ c[i][s]
        hopping = hopping - t * sign * (bond + bond.T)
    flip = s_plus[i] @ s_plus[j].T
    density = (n[i][UP] + n[i][DN]) @ (n[j][UP] + n[j][DN])
    exchange = exchange + J * (0.5 * (flip + flip.T) + s_z[i] @ s_z[j]
                               - 0.25 * density)
H_tJ = (hopping + exchange).tocsr()

momenta = np.pi * (2 * np.arange(L) + 1) / L
c_k = [[sum(np.exp(-1j * k * i) * c[i][s] for i in range(L)).tocsr()
        / np.sqrt(L) for s in (UP, DN)] for k in momenta]


def sector(n_up, n_dn, projected):
    keep = (count[UP] == n_up) & (count[DN] == n_dn)
    if projected:
        keep = keep & (doublons == 0)
    return np.where(keep)[0]


def block(H, idx):
    return H[idx][:, idx].toarray()


def ground_state(H, n_up, n_dn, projected):
    idx = sector(n_up, n_dn, projected)
    energies, vectors = np.linalg.eigh(block(H, idx))
    psi = np.zeros(4 ** L)
    psi[idx] = vectors[:, 0]
    return energies[0], psi, energies[1] - energies[0]


def lehmann(H, n_up, n_dn, spin, projected):
    """Pole positions and weights[k, pole] for removal and for addition."""
    E0, psi, _ = ground_state(H, n_up, n_dn, projected)
    result = []
    for change in (-1, +1):
        target = [n_up, n_dn]
        target[spin] += change
        idx = sector(target[0], target[1], projected)
        if len(idx) == 0:
            result.append((np.zeros(0), np.zeros((L, 0))))
            continue
        energies, vectors = np.linalg.eigh(block(H, idx))
        weights = []
        for q in range(L):
            op = c_k[q][spin] if change < 0 else c_k[q][spin].conj().T
            weights.append(np.abs(vectors.T @ (op @ psi)[idx]) ** 2)
        result.append((change * (energies - E0), np.array(weights)))
    return result


# Operator algebra, checked as matrices
def biggest(matrix):
    return np.max(np.abs(matrix.data)) if matrix.nnz else 0.0


ct = [[(P @ c[i][s] @ P).tocsr() for s in (UP, DN)] for i in range(L)]
algebra_error = 0.0
for i in range(L):
    for j in range(L):
        anti = ct[i][UP] @ ct[j][UP].T + ct[j][UP].T @ ct[i][UP]
        expected = P @ (one - n[i][DN]) @ P if i == j else 0.0 * one
        algebra_error = max(algebra_error, biggest((anti - expected).tocsr()))
    mixed = ct[i][UP] @ ct[i][DN].T + ct[i][DN].T @ ct[i][UP]
    spin_flip = P @ c[i][DN].T @ c[i][UP] @ P
    assert biggest(spin_flip.tocsr()) > 0.5
    algebra_error = max(algebra_error, biggest((mixed - spin_flip).tocsr()))
assert algebra_error < 1e-12
print(f"ring: L = {L} sites, t = {t:.1f}, J = {J:.1f} t, antiperiodic")
print(f"largest error in operator algebra: {algebra_error:.1e}")

# Projected model at three dopings, equal spin populations
print("t-J model, weight per spin (momentum average):")
print("  x       removal  addition  total")
for half in (1, 2, 3):
    x = 1 - 2 * half / L
    (_, rem), (_, add) = lehmann(H_tJ, half, half, UP, True)
    w_rem, w_add = rem.sum(axis=1), add.sum(axis=1)
    assert np.allclose(w_rem + w_add, (1 + x) / 2, atol=1e-10)
    assert abs(w_rem.mean() - (1 - x) / 2) < 1e-10
    assert abs(w_add.mean() - x) < 1e-10
    print(f"  {x:.4f}  {w_rem.mean():.4f}   {w_add.mean():.4f}"
          f"    {(w_rem + w_add).mean():.4f}")
    if half == 2:
        rem_main, add_main = w_rem, w_add

# Main example: four electrons on six sites
x = 1 - 4 / L
E0, psi, gap = ground_state(H_tJ, 2, 2, True)
assert gap > 1e-3
assert np.linalg.norm(sum(s_plus) @ psi) < 1e-8   # spin singlet
print(f"x = {x:.4f}: ground energy {E0:.5f} t, gap in sector {gap:.5f} t")
print("  k/pi    removal  addition  total")
for q in range(L // 2):
    print(f"  {momenta[q] / np.pi:.4f}  {rem_main[q]:.4f}   {add_main[q]:.4f}"
          f"    {rem_main[q] + add_main[q]:.4f}")
fraction = rem_main.sum() / (rem_main + add_main).sum()
assert abs(fraction - (1 - x) / (1 + x)) < 1e-10
print(f"occupied fraction of the weight: {fraction:.4f}")

# High-frequency Green's function from linear solves, no eigenstates summed
z = 1000.0j
G = 0.0
up_idx, dn_idx = sector(3, 2, True), sector(1, 2, True)
added = (c_k[0][UP].conj().T @ psi)[up_idx]
removed = (c_k[0][UP] @ psi)[dn_idx]
G += np.vdot(added, np.linalg.solve(
    (z + E0) * np.eye(len(up_idx)) - block(H_tJ, up_idx), added))
G += np.vdot(removed, np.linalg.solve(
    (z - E0) * np.eye(len(dn_idx)) + block(H_tJ, dn_idx), removed))
tail = (z * G).real
sigma_slope = (1 - 1 / (z * G)).real
assert abs(tail - (1 + x) / 2) < 1e-4
assert abs(sigma_slope + (1 - x) / (1 + x)) < 1e-4
print(f"Re[z G(z)] at z = {z.imag:.0f}i t, k = pi/6: {tail:.5f}")
print(f"Re[Sigma(z)/z] in ordinary Dyson form: {sigma_slope:.5f}")

# Polarized sector: two up, one down
x_pol = 1 - 3 / L
print(f"polarized, 2 up 1 down: x = {x_pol:.4f}, (1+x)/2 = {(1 + x_pol) / 2:.4f}")
for spin, name, n_other in ((UP, "up", 1 / L), (DN, "down", 2 / L)):
    (_, rem), (_, add) = lehmann(H_tJ, 2, 1, spin, True)
    total = rem.sum(axis=1) + add.sum(axis=1)
    assert abs(total.mean() - (1 - n_other)) < 1e-10
    assert abs(total.mean() - (1 + x_pol) / 2) > 0.05
    print(f"  total weight, spin {name}: {total.mean():.4f}")

# Predictions for large U from the projected ground state
E_kin = ground_state(hopping.tocsr(), 2, 2, True)[0]
K_opposite = E_kin / 2          # singlet: each spin carries half
coefficient = -2 * K_opposite / (L * t)
print(f"projected kinetic energy, one spin: {K_opposite:.5f} t")
print(f"predicted coefficient of t/U: {coefficient:.5f}")

# A very weak exchange selects the singlet among states degenerate at U = inf
phi = ground_state((hopping + 1e-4 * exchange).tocsr(), 2, 2, True)[1]
assert np.linalg.norm(sum(s_plus) @ phi) < 1e-6
entries = hopping.tocoo()
raises = doublons[entries.row] - doublons[entries.col] == 1
T_up = sp.csr_matrix((entries.data[raises],
                      (entries.row[raises], entries.col[raises])),
                     shape=hopping.shape)   # hops that create one doublon
leak_coefficient = 0.0
first_order = 0.0
for i in range(L):
    c_keep = c[i][UP] @ (one - n[i][DN])    # leaves the doublon number alone
    c_break = c[i][UP] @ n[i][DN]           # removes one doublon
    first_order = max(first_order,
                      biggest((T_up @ c_keep - c_keep @ T_up).tocsr()))
    inner = T_up @ phi
    amplitude = 0.5 * (c_break @ (T_up @ inner)) - T_up @ (c_break @ inner)
    leak_coefficient += np.linalg.norm(amplitude) ** 2 / (L * t ** 4)
assert first_order < 1e-12
print(f"largest element of first-order leak operator: {first_order:.1e}")
print(f"predicted coefficient of (t/U)^4 in leak: {leak_coefficient:.5f}")

# Hubbard model: where the missing weight sits
print("Hubbard model, x = 1/3, weight per spin, split at |w| = U/2:")
print("  U/t   low      high     total    (low-(1+x)/2)U/t")
slopes, leaks, spreads = [], [], []
for U in (20.0, 40.0, 80.0, 160.0, 320.0):
    H_U = (hopping + U * D).tocsr()
    _, psi_U, _ = ground_state(H_U, 2, 2, False)
    assert np.linalg.norm(sum(s_plus) @ psi_U) < 1e-6
    (w_r, rem), (w_a, add) = lehmann(H_U, 2, 2, UP, False)
    low = (rem[:, np.abs(w_r) < U / 2].sum(axis=1)
           + add[:, np.abs(w_a) < U / 2].sum(axis=1))
    high_rem = rem[:, np.abs(w_r) >= U / 2].sum(axis=1)
    high = high_rem + add[:, np.abs(w_a) >= U / 2].sum(axis=1)
    assert np.allclose(low + high, 1.0, atol=1e-10)
    slopes.append((low.mean() - (1 + x) / 2) * U / t)
    leaks.append(high_rem.mean())
    spreads.append(low.max() - low.min())
    print(f"  {U:3.0f}   {low.mean():.5f}  {high.mean():.5f}"
          f"  {(low + high).mean():.5f}  {slopes[-1]:.5f}")
limit = 2 * slopes[-1] - slopes[-2]   # removes the next power of t/U
print(f"last column extrapolated to t/U = 0: {limit:.5f}")
scaled = [leaks[-2] * (160.0 / t) ** 4, leaks[-1] * (320.0 / t) ** 4]
leak_limit = 2 * scaled[1] - scaled[0]
print(f"removal weight leaked to high energy, U = 320 t: {leaks[-1]:.2e}")
print(f"  ratio of leaks, U = 160 t to 320 t: {leaks[-2] / leaks[-1]:.3f}")
print(f"  leak times (U/t)^4, extrapolated: {leak_limit:.5f}")
print(f"spread of low weight over k, U = 320 t: {spreads[-1]:.5f}")
print(f"  ratio of spreads, U = 160 t to 320 t: {spreads[-2] / spreads[-1]:.3f}")
assert abs(limit - coefficient) < 5e-3
assert leak_coefficient > 1e-3
assert abs(leaks[-2] / leaks[-1] - 16) < 1.0
assert abs(leak_limit / leak_coefficient - 1) < 0.02
assert abs(spreads[-2] / spreads[-1] - 2) < 0.1
print("every check passed")
```

It prints:

```
ring: L = 6 sites, t = 1.0, J = 0.4 t, antiperiodic
largest error in operator algebra: 0.0e+00
t-J model, weight per spin (momentum average):
  x       removal  addition  total
  0.6667  0.1667   0.6667    0.8333
  0.3333  0.3333   0.3333    0.6667
  0.0000  0.5000   0.0000    0.5000
x = 0.3333: ground energy -4.12876 t, gap in sector 0.55106 t
  k/pi    removal  addition  total
  0.1667  0.6539   0.0127    0.6667
  0.5000  0.1902   0.4764    0.6667
  0.8333  0.1558   0.5108    0.6667
occupied fraction of the weight: 0.5000
Re[z G(z)] at z = 1000i t, k = pi/6: 0.66667
Re[Sigma(z)/z] in ordinary Dyson form: -0.50000
polarized, 2 up 1 down: x = 0.5000, (1+x)/2 = 0.7500
  total weight, spin up: 0.8333
  total weight, spin down: 0.6667
projected kinetic energy, one spin: -1.73205 t
predicted coefficient of t/U: 0.57735
largest element of first-order leak operator: 0.0e+00
predicted coefficient of (t/U)^4 in leak: 0.20833
Hubbard model, x = 1/3, weight per spin, split at |w| = U/2:
  U/t   low      high     total    (low-(1+x)/2)U/t
   20   0.69859  0.30141  1.00000  0.63855
   40   0.68192  0.31808  1.00000  0.61026
   80   0.67409  0.32591  1.00000  0.59422
  160   0.67033  0.32967  1.00000  0.58587
  320   0.66848  0.33152  1.00000  0.58163
last column extrapolated to t/U = 0: 0.57739
removal weight leaked to high energy, U = 320 t: 1.93e-11
  ratio of leaks, U = 160 t to 320 t: 15.508
  leak times (U/t)^4, extrapolated: 0.20834
spread of low weight over k, U = 320 t: 0.00913
  ratio of spreads, U = 160 t to 320 t: 1.990
every check passed
```
